# Prange-Nee roughness elements and the mean confining force

A subband solver for a channel with a rough interface returns energies and wave functions. Before a roughness scattering rate can be computed, one must decide what to take from them: the slope of the wave function at the wall, or the average of the potential gradient over the well. The first is a boundary value and the second an integral. This notebook shows that they agree for scattering within a subband at a single hard wall, and finds what changes between subbands, at a finite barrier and with a second wall.

## Conventions

The electron moves in \(z>0\) with constant mass \(m\) and meets a hard wall at \(z=0\). A smooth potential \(V(z)\) holds it near the wall. In atomic units (\(\hbar=m_e=e=1\)) the bound states obey

\[
-\frac{1}{2m}\psi_n''+V\psi_n=E_n\psi_n,\qquad \psi_n(0)=0,\qquad \int_0^\infty\psi_n^2\,dz=1 .
\]

They are real, and they vanish at infinity fast enough that \(\psi_n'\) and \(V\psi_n^2\) vanish there too. The wall is moved to \(z=\Delta\), with \(\Delta>0\) into the well, while \(V\) stays fixed in space. The Prange-Nee element per unit displacement is

\[
P_{mn}=\frac{1}{2m}\,\psi_m'(0)\,\psi_n'(0).
\]

As a subscript or state label \(m\) numbers a state; in factors such as \(1/2m\) it is the mass.

The force operator is \(-V'\). For a confining potential its mean points towards the wall, so \(\langle V'\rangle\) is the magnitude of the mean confining force.

## Simple case: a uniform force

Take \(V=Fz\) with \(F>0\). With \(u=z-\Delta\) the displaced wall is back at \(u=0\) and the potential is \(Fu+F\Delta\). This is the old problem plus a constant, so every level rises by \(F\Delta\), and \(dE_n/d\Delta=F\).

For the slope, multiply the Schrödinger equation by \(\psi'\) and integrate. Since \(\psi''\psi'=\tfrac12(\psi'^2)'\) and \(\psi\psi'=\tfrac12(\psi^2)'\),

\[
-\frac{1}{4m}\Big[\psi'^2\Big]_0^\infty+\frac12\int_0^\infty(Fz-E)(\psi^2)'\,dz=0 .
\]

The first term is \(+\psi'(0)^2/4m\). In the second, integration by parts leaves no surface term, because \(\psi^2\) vanishes at both ends, and gives \(-F/2\). Hence \(\psi'(0)^2/2m=F\) for every level. Slope, level shift and force agree.

## Any smooth confining potential

The same multiplication works for general \(V\):

\[
\frac{\psi_n'(0)^2}{4m}-\frac12\int_0^\infty V'\psi_n^2\,dz=0
\quad\Longrightarrow\quad
P_{nn}=\langle n|V'|n\rangle .
\]

This is the theorem. In a stationary state the mean momentum does not change, so the push of the wall, \(P_{nn}\), balances the pull of the potential, \(-\langle V'\rangle\).

It remains to show that \(P_{nn}\) is the energy cost of moving the wall. Let \(\psi(z;\Delta)\) be the normalized state with the wall at \(\Delta\), and let \(\chi=\partial\psi/\partial\Delta\) at \(\Delta=0\). Differentiating \((H-E)\psi=0\) gives

\[
(H-E)\chi=\frac{dE}{d\Delta}\,\psi .
\]

Differentiating the boundary condition \(\psi(\Delta;\Delta)=0\) gives \(\chi(0)=-\psi'(0)\). Now multiply by \(\psi\) and integrate. Two integrations by parts move \(H-E\) onto \(\psi\), where it gives zero, and leave the surface term

\[
\frac{dE}{d\Delta}=-\frac1{2m}\Big[\psi\chi'-\psi'\chi\Big]_0^\infty
=-\frac{1}{2m}\psi'(0)\chi(0)=\frac{\psi'(0)^2}{2m}=P_{nn}.
\]

**Numbers.** Choose round model parameters: \(m=0.9\) electron masses and

\[
V=F_dz+F_ib\,(1-e^{-z/b}),\qquad V'=F_d+F_ie^{-z/b},
\]

with \(F_d=0.002\) eV/Å, \(F_i=0.008\) eV/Å and \(b=20\) Å. In these units \(1/2m\) becomes \(\hbar^2/2m=4.2333\) eV Å². The states were computed variationally with Legendre polynomials on an interval of 200 Å. For the lowest state \(\psi_1'(0)^2=1.4476\times10^{-3}\) Å⁻³, so

\[
P_{11}=4.2333\times1.4476\times10^{-3}=0.00613\ \text{eV/Å},
\]

or \(1.19\times10^{-4}\) hartree/bohr. The integral \(\langle V'\rangle\) and the energy difference between walls at \(\pm0.02\) Å, divided by 0.04 Å, give the same value.

| State | Energy (eV) | \(P_{nn}=\langle V'\rangle\) (eV/Å) |
|---|---|---|
| 1 | 0.1456 | 0.00613 |
| 2 | 0.2225 | 0.00435 |
| 3 | 0.2730 | 0.00353 |

The force falls with the subband index. Solving \(\langle V'\rangle=F_d+F_i\langle e^{-z/b}\rangle\) for the last average gives 0.52, 0.29 and 0.19: the higher states have less weight where the force is strong.

**How far first order reaches.** For a displacement of 2 Å the first-order shift of state 1 is \(2\times0.00613=0.01226\) eV. Solving again with the wall at 2 Å gives 0.01180 eV, so first order is too large by 3.9% of the full shift. The sign can be traced. In the coordinate \(u\) the potential is \(V(u)+\Delta V'(u)+\tfrac12\Delta^2V''(u)+\dots\). Here \(V''<0\), and the second-order effect of \(\Delta V'\) cannot raise a ground state. Both contributions at order \(\Delta^2\) are therefore downward.

## A finite barrier, and where the element comes from

Replace the wall by a barrier \(V_0\) for \(z<0\), with the same mass and with \(V(0)=0\). Moving its edge to \(\Delta>0\) changes the potential by \(V_0-V(z)\) for \(0<z<\Delta\). To first order the matrix element is

\[
\int_0^\Delta (V_0-V)\psi_m\psi_n\,dz\simeq \Delta\,V_0\,\psi_m(0)\psi_n(0).
\]

In the barrier \(\psi_n=\psi_n(0)e^{\kappa_nz}\), with \(\kappa_n^2=2m(V_0-E_n)\). Equal masses make \(\psi'\) continuous, so \(\psi_n'(0)=\kappa_n\psi_n(0)\) and

\[
V_0\psi_n(0)^2=\frac{V_0}{V_0-E_n}\,\frac{\psi_n'(0)^2}{2m}.
\]

As \(V_0\to\infty\) the prefactor tends to 1. For two states it is \(V_0/\sqrt{(V_0-E_m)(V_0-E_n)}\), with the same limit. This recovers \(P_{mn}\).

The force theorem needs no such limit. Multiply the Schrödinger equation by \(\psi'\) and integrate over the whole line. The kinetic term gives zero, since \(\psi'\) is continuous and vanishes at both infinities. The potential terms from the two sides give

\[
\tfrac12(V_0-E)\psi(0)^2+\tfrac12\Big[E\,\psi(0)^2-\int_0^\infty V'\psi^2dz\Big]=0,
\]

so \(V_0\psi(0)^2=\int_0^\infty V'\psi^2dz\) at any \(V_0\) that supports the bound state.

**Numbers.** For state 1 both sides are 0.00641, 0.00622 and 0.00616 eV/Å at \(V_0=3\), 30 and 300 eV. They exceed the hard-wall value by 4.6%, 1.5% and 0.5% of that value. The approach is slow, although \(V_0/(V_0-E)\) is already 1.005 at 30 eV. The reason is penetration. The condition \(\psi(0)=\psi'(0)/\kappa\) is, to first order in \(1/\kappa\), that of a hard wall at \(z=-1/\kappa\) with \(V\) continued smoothly to it. The element is then \(P_{11}-(1/\kappa)\,dP_{11}/d\Delta\), and its excess falls as \(V_0^{-1/2}\).

The 2 Å displacement supplies an estimate of the derivative:

\[
\frac{dP_{11}}{d\Delta}\approx\frac{2(0.01180-0.01226)}{2^2}=-0.00023\ \text{eV/Å}^2 .
\]

This estimate averages over 2 Å and is good only to a few percent. At 3 eV, \(1/\kappa\approx1.2\) Å, and the predicted excess is about 0.00028 eV/Å. The computed one is \(0.00641-0.00613=0.00028\) eV/Å.

Evaluating the strip integral as \(\Delta V_0\psi_m(0)\psi_n(0)\) requires \(\kappa|\Delta|\ll1\), so that \(\psi\) hardly changes across the displaced strip. At fixed \(\Delta\) this fails as \(V_0\to\infty\). The condition belongs to that route and not to the level shift. In the coordinate \(u=z-\Delta\) the barrier stays at \(u<0\) and the perturbation is \(\Delta V'(u)\) for \(u>0\). The shift is then \(\Delta\int_0^\infty V'\psi_n^2\,du=\Delta V_0\psi_n(0)^2\), and it needs only \(\Delta\) small on the scale of the well, whatever \(\kappa\Delta\) is.

## Two different states

For \(m\neq n\), define \(D_{mn}=\int_0^\infty\psi_m\psi_n'\,dz\) and evaluate the commutator \([H,\partial_z]=-V'\) between the states:

\[
-\langle m|V'|n\rangle=\int_0^\infty\psi_mH\psi_n'\,dz-E_nD_{mn}.
\]

In the first integral \(H\) must be moved to the left. Two integrations by parts give

\[
\int_0^\infty\psi_mH\psi_n'\,dz=E_mD_{mn}-\frac1{2m}\Big[\psi_m\psi_n''-\psi_m'\psi_n'\Big]_0^\infty .
\]

At the wall \(\psi_m=0\), but \(\psi_m'\psi_n'\) survives. The bracket equals \(+\psi_m'(0)\psi_n'(0)\), and the last term is \(-P_{mn}\). Therefore

\[
P_{mn}=\langle m|V'|n\rangle+(E_m-E_n)D_{mn}.
\]

For \(m=n\) the second term vanishes and the theorem returns. For \(m\ne n\), \(D_{mn}=-D_{nm}\) by parts, so the second term is symmetric, as \(P_{mn}\) is.

**Limit: the uniform force again.** Now \(\langle m|V'|n\rangle=F\langle m|n\rangle=0\), yet every slope has magnitude \(\sqrt{2mF}\), so \(|P_{mn}|=F\). The force element misses the whole of the coupling.

**Numbers.** In the model well, with signs chosen so that \(P_{12}>0\),

\[
P_{12}=0.00099+0.00417=0.00516\ \text{eV/Å}.
\]

The first part is the force element and the second is \((E_1-E_2)D_{12}\). The force element is 19% of the total. A golden-rule rate contains the square, so using the force alone would make this intersubband rate too small by a factor of about 27.

## A rough wall

A real displacement varies along the interface. Let the wall be at \(z=\Delta(x)\), with mass \(m_p\) along \(x\), the same in all subbands. Put \(u=z-\Delta(x)\), which flattens the wall and has unit Jacobian. At fixed \(z\) the derivative \(\partial_x\) becomes \(\partial_x-\Delta'\partial_u\), and

\[
(\partial_x-\Delta'\partial_u)^2=\partial_x^2-\Delta''\partial_u-2\Delta'\partial_x\partial_u+\Delta'^2\partial_u^2 .
\]

Dropping second order in \(\Delta\), and using \([\partial_x^2,\Delta]=\Delta''+2\Delta'\partial_x\), the perturbation is

\[
H_1=\Delta V'(u)+\frac{1}{2m_p}[\partial_x^2,\Delta]\,\partial_u .
\]

Take plane waves on a length \(L\), with \(q=k'-k\) and \(\Delta_q=L^{-1}\int\Delta e^{-iqx}dx\). In the commutator \(\partial_x^2\) gives \(-k'^2\) on the left and \(-k^2\) on the right, so

\[
\langle m,k'|H_1|n,k\rangle=\Delta_q\Big[\langle m|V'|n\rangle+\frac{k^2-k'^2}{2m_p}D_{mn}\Big].
\]

Elastic scattering requires \(E_m+k'^2/2m_p=E_n+k^2/2m_p\), hence \((k^2-k'^2)/2m_p=E_m-E_n\). The bracket becomes \(P_{mn}\), and the element is \(\Delta_qP_{mn}\).

Within a subband \(D_{nn}=0\), and the mean force suffices. Between subbands the extra term is the kinetic coupling caused by the slope of the wall. The result is first order: it needs small \(\Delta\) on the scale of the well and a small wall slope.

**Case: a corrugated wall.** For \(\Delta=a\cos Gx\), \(\Delta_{\pm G}=a/2\). Two degenerate states coupled by \((a/2)P_{mn}\) split by \(a|P_{mn}|\). Take the uniform force \(F=0.01\) eV/Å with \(m=0.9\), \(m_p=0.2\) and \(a=0.1\) Å. The prediction is \(0.1\times0.01=0.001\) eV for every such pair.

The levels can be found without flattening the wall. Products of plane waves along \(x\) and Airy functions along \(z\) solve the equation in the well. Eight of them were summed, and the energy was varied until the sum, taken on the curved wall, could have zero projection on the same eight plane waves.

- Within subband 1, the states \(k=\pm G/2\) split by \(1.000\times10^{-3}\) eV.
- Between subbands, \(G=0.0657\) Å⁻¹ makes subband 2 at \(0.3G\) degenerate with subband 1 at \(1.3G\). They also split by \(1.000\times10^{-3}\) eV, although \(\langle1|V'|2\rangle=0\).

## A second wall

In a film with hard walls at 0 and \(W\), the slope at \(W\) no longer vanishes. The kinetic term in the diagonal derivation becomes \([\psi'(0)^2-\psi'(W)^2]/4m\), and

\[
P_{nn}(0)-P_{nn}(W)=\langle n|V'|n\rangle ,\qquad P_{nn}(W)=\frac{\psi_n'(W)^2}{2m}.
\]

The derivation with \(\chi\) still gives \(dE_n/d\Delta=P_{nn}(0)\) when the left wall alone moves, because \(\psi\) and \(\chi\) both vanish at the fixed wall. The mean force of the potential is now the difference of two wall forces.

**Numbers.** The model potential in a film of 30 Å gives, for state 1,

\[
0.00750-0.00109=0.00641\ \text{eV/Å}.
\]

Using \(\langle V'\rangle\) for roughness of the left wall would underestimate the element by 15% of its value.

**Limit: a flat box.** With \(V=0\) the mean force is zero, but \(E\propto W^{-2}\), and moving the left wall inwards costs \(2E/W\) per unit length. For \(W=30\) Å, \(E=0.0464\) eV and the element is \(2\times0.0464/30=0.0031\) eV/Å. Here the slope must be used.

## What the choice assumes

For one hard wall and one subband, slope and mean force are interchangeable. Within a subband at a finite barrier of constant height, with equal masses, the mean force still gives the first-order element, but the slope expression must be multiplied by \(V_0/(V_0-E_n)\). A field inside the barrier, as in a biased gate insulator, is not included in these two relations. Between subbands, or with a second wall, the slope product is the safe input for a hard wall.

The potential was held fixed throughout. If \(V\) moved rigidly with a uniformly displaced wall, the whole problem would be translated and no level would shift, although \(P_{nn}\) would be unchanged. Image and screening potentials that respond to the roughness therefore need their own terms. A mass step at the interface makes \(\psi'\) discontinuous, and the expressions \(V_0\psi_n(0)^2\) and \(V_0/(V_0-E_n)\) times the slope term no longer give the element. The argument in the coordinate \(u\) does not use the masses, so the level shift per unit uniform displacement is still \(\int_0^\infty V'\psi_n^2\,dz\). Scattering by a rough interface with a mass step is not covered here.
